# Landé factor times lifetime from the Hanle signal: a numerical check

```python
"""Hanle signal of a J=0 -> J=1 transition, magnetic field B along z.

Result under test, for weak white light polarised along x and an analyser
at angle beta from x, viewed along z:
    S(beta) = (1/2) [1 + (cos 2beta + X sin 2beta) / (1 + X^2)],
    X = 2 omega tau,  omega = g mu_B B / hbar,  tau = excited-state lifetime.
Half width (beta=0) and extrema (beta=45 deg): B_h = hbar/(2 g mu_B tau).
S is the passed share of the light emitted along z by the x-y dipole.
Internally, times are in units of tau and rates in units of 1/tau.
Level order: ground, m=+1, m=0, m=-1.
"""
import numpy as np
from scipy.constants import hbar, physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

MU_B = physical_constants["Bohr magneton"][0]
GROUND = np.array([1, 0, 0, 0], dtype=complex)
Z_STATE = np.array([0, 0, 1, 0], dtype=complex)
M_VALUES = np.array([0, 1, 0, -1])


def planar_state(beta):
    """Excited state whose dipole lies in the x-y plane at angle beta."""
    return np.array([0, -np.exp(-1j * beta), 0, np.exp(1j * beta)]) / np.sqrt(2)


X_STATE = planar_state(0.0)


def hanle_formula(x, beta):
    return 0.5 * (1 + (np.cos(2*beta) + x*np.sin(2*beta)) / (1 + x*x))


def steady_state(omega, pump=0.0, rabi=0.0, bright=X_STATE):
    """Steady density matrix: white-light rate pump and/or coherent drive."""
    raising = np.outer(bright, GROUND.conj())
    ham = np.diag(omega * M_VALUES).astype(complex)
    ham += 0.5 * rabi * (raising + raising.conj().T)
    jumps = [np.outer(GROUND, np.eye(4)[k]) for k in (1, 2, 3)]
    jumps += [np.sqrt(pump) * raising, np.sqrt(pump) * raising.conj().T]
    one = np.eye(4)
    liou = -1j * (np.kron(ham, one) - np.kron(one, ham.T))
    for c in jumps:
        cdc = c.conj().T @ c
        liou += np.kron(c, c.conj())
        liou -= 0.5 * (np.kron(cdc, one) + np.kron(one, cdc.T))
    liou[0, :] = one.reshape(-1)      # replace one redundant row by trace = 1
    rhs = np.zeros(16, dtype=complex)
    rhs[0] = 1
    return np.linalg.solve(liou, rhs).reshape(4, 4)


def excited_population(rho):
    return np.trace(rho).real - rho[0, 0].real


def passed_share(rho, beta):
    v = planar_state(beta)
    return (v.conj() @ rho @ v).real / (rho[1, 1] + rho[3, 3]).real


def polarisation(rho):
    return passed_share(rho, 0) - passed_share(rho, np.pi/2)


def dispersion(rho):
    return passed_share(rho, np.pi/4) - passed_share(rho, 3*np.pi/4)


# --- formula against time quadrature, frequency quadrature, master equation
WEAK = 1e-5
err_time = err_freq = err_master = 0.0
for x in (-2.5, -0.7, 0.0, 0.4, 1.0, 3.0):
    omega = x / 2
    for beta in np.radians([0, 20, 45, 90, 130]):
        target = hanle_formula(x, beta)
        v = planar_state(beta)

        def emitted(t):
            psi = np.exp(-1j * omega * M_VALUES * t) * X_STATE
            return np.exp(-t) * abs(np.vdot(v, psi))**2

        by_time = quad(emitted, 0, 45, limit=300)[0]

        def amplitudes(delta):
            return X_STATE / (0.5 - 1j * (delta - omega * M_VALUES))

        by_freq = quad(lambda d: abs(np.vdot(v, amplitudes(d)))**2,
                       -np.inf, np.inf, limit=300)[0] / (2*np.pi)
        by_master = passed_share(steady_state(omega, WEAK), beta)
        err_time = max(err_time, abs(by_time - target))
        err_freq = max(err_freq, abs(by_freq - target))
        err_master = max(err_master, abs(by_master - target))
assert err_time < 1e-7
assert err_freq < 1e-6
assert err_master < 2e-5             # finite pump rate shifts by order WEAK

# --- total excitation by weak white light does not depend on the field
n_zero = excited_population(steady_state(0.0, WEAK))
n_high = excited_population(steady_state(4.0, WEAK))
assert abs(n_high / n_zero - 1) < 5 * WEAK

# --- light polarised along B: only m=0 excited, no field dependence
rho_a = steady_state(0.0, WEAK, bright=Z_STATE)
rho_b = steady_state(2.0, WEAK, bright=Z_STATE)
assert np.max(np.abs(rho_a - rho_b)) < 1e-12
assert abs(rho_b[1, 1]) + abs(rho_b[3, 3]) < 1e-12 and rho_b[2, 2].real > 0

# --- stronger white light: broadened Lorentzian and dispersive curves
for pump in (0.2, 1.5):
    a = 1 + pump / 2
    for x in (-1.3, 0.5, 1.0, 2.2):
        rho = steady_state(x / 2, pump)
        assert abs(polarisation(rho) - 1 / (1 + x*x/a)) < 1e-9
        assert abs(dispersion(rho) - (x/a) / (1 + x*x/a)) < 1e-9

# --- weak monochromatic light at the zero-field line centre
for x in (0.3, 1 / np.sqrt(3), 1.0, 2.0):
    rho = steady_state(x / 2, rabi=1e-3)
    assert abs(polarisation(rho) - (1 - x*x) / (1 + x*x)) < 1e-5

# --- worked example in laboratory units
g_factor, tau = 1.5, 100e-9


def lab_state(field_uT, pump=WEAK, g=g_factor, rabi=0.0):
    omega_tau = g * MU_B * field_uT * 1e-6 * tau / hbar
    return steady_state(omega_tau, pump, rabi)


def lab_signal(field_uT, beta_deg, pump=WEAK, g=g_factor):
    return passed_share(lab_state(field_uT, pump, g), np.radians(beta_deg))


def half_height_field(pump):
    level = 0.5 * (lab_signal(0, 0, pump) + lab_signal(1e6, 0, pump))
    return brentq(lambda b: lab_signal(b, 0, pump) - level, 1, 300)


def extrema(beta_deg):
    top = minimize_scalar(lambda b: -lab_signal(b, beta_deg),
                          bounds=(0, 200), method="bounded",
                          options={"xatol": 1e-6}).x
    bottom = minimize_scalar(lambda b: lab_signal(b, beta_deg),
                             bounds=(-200, 0), method="bounded",
                             options={"xatol": 1e-6}).x
    return top, bottom


def g_tau_ns(half_width_uT):
    return hbar / (2 * MU_B * half_width_uT * 1e-6) * 1e9


true_g_tau = g_factor * tau * 1e9
b_formula = hbar / (2 * g_factor * MU_B * tau) * 1e6
b_half = half_height_field(WEAK)
top45, bot45 = extrema(45)
top30, bot30 = extrema(30)
assert abs(b_half / b_formula - 1) < 1e-4
assert abs(g_tau_ns(b_half) / true_g_tau - 1) < 1e-4
assert abs((top45 - bot45) / (2 * b_formula) - 1) < 1e-3
assert abs(top30 / (b_formula * np.tan(np.pi/6)) - 1) < 1e-3
assert abs(bot30 / (-b_formula / np.tan(np.pi/6)) - 1) < 1e-3
b_geometric = np.sqrt(-top30 * bot30)
assert abs(b_geometric / b_formula - 1) < 1e-3

# reversing the sign of g mirrors the dispersive curve, not the Lorentzian
assert lab_signal(20, 45) > 0.5 > lab_signal(20, 45, g=-g_factor)
assert abs(lab_signal(20, 0) - lab_signal(20, 0, g=-g_factor)) < 1e-9

strong = 0.2
b_strong = half_height_field(strong)
assert abs(b_strong / b_formula - np.sqrt(1 + strong/2)) < 1e-6
b_mono = brentq(lambda b: polarisation(lab_state(b, 0.0, rabi=1e-3)) - 0.5,
                1, 100)
assert abs(b_mono / b_formula - 1/np.sqrt(3)) < 1e-4

print("INPUT")
print(f"Lande factor g                          {g_factor:.2f}")
print(f"lifetime tau                            {tau*1e9:.1f} ns")
print(f"product g*tau                           {true_g_tau:.1f} ns")
print(f"weak pump rate times tau                {WEAK:.0e}")
print("LARGEST DEVIATION OF S FROM FORMULA")
print(f"time quadrature                         {err_time:.1e}")
print(f"frequency quadrature                    {err_freq:.1e}")
print(f"four-level master equation              {err_master:.1e}")
print("SIGNAL S FROM MASTER EQUATION")
print("B (microtesla)   beta=0    beta=45 deg  beta=90 deg")
for b in (-80, -40, -20, 0, 20, 40, 80, 160):
    print(f"{b:8d}       {lab_signal(b, 0):8.4f}   {lab_signal(b, 45):8.4f}"
          f"     {lab_signal(b, 90):8.4f}")
print("READING THE LORENTZIAN (beta=0)")
print(f"B_h from formula                        {b_formula:.3f} microtesla")
print(f"B_h read at half height                 {b_half:.3f} microtesla")
print(f"full width                              {2*b_half:.3f} microtesla")
print(f"g*tau recovered                         {g_tau_ns(b_half):.2f} ns")
print(f"tau recovered with g known              "
      f"{g_tau_ns(b_half)/g_factor:.2f} ns")
print("READING THE DISPERSIVE CURVE (beta=45 deg)")
print(f"maximum at                              {top45:.2f} microtesla")
print(f"minimum at                              {bot45:.2f} microtesla")
print(f"g*tau recovered                         "
      f"{g_tau_ns((top45-bot45)/2):.1f} ns")
print("ANALYSER AT 30 deg")
print(f"maximum at                              {top30:.2f} microtesla")
print(f"minimum at                              {bot30:.2f} microtesla")
print(f"g*tau if taken for 45 deg               "
      f"{g_tau_ns((top30-bot30)/2):.1f} ns")
print(f"B_h from root of -(product)             {b_geometric:.2f} microtesla")
print(f"g*tau from that B_h                     {g_tau_ns(b_geometric):.1f} ns")
print("STRONGER WHITE LIGHT")
print(f"pump rate times tau                     {strong:.2f}")
print(f"half width                              {b_strong:.3f} microtesla")
print(f"width relative to weak light            {b_strong/b_half:.4f}")
print(f"apparent g*tau                          {g_tau_ns(b_strong):.1f} ns")
print("MONOCHROMATIC LIGHT AT LINE CENTRE")
print(f"field where polarisation is 1/2         {b_mono:.3f} microtesla")
print(f"g*tau if misread as white light         {g_tau_ns(b_mono):.1f} ns")
print("checks complete")
```

Running it gives:

```
INPUT
Lande factor g                          1.50
lifetime tau                            100.0 ns
product g*tau                           150.0 ns
weak pump rate times tau                1e-05
LARGEST DEVIATION OF S FROM FORMULA
time quadrature                         7.4e-15
frequency quadrature                    1.1e-14
four-level master equation              9.3e-07
SIGNAL S FROM MASTER EQUATION
B (microtesla)   beta=0    beta=45 deg  beta=90 deg
     -80         0.5917     0.3065       0.4083
     -40         0.7366     0.2504       0.2634
     -20         0.8911     0.2936       0.1089
       0         1.0000     0.5000      -0.0000
      20         0.8911     0.7064       0.1089
      40         0.7366     0.7496       0.2634
      80         0.5917     0.6935       0.4083
     160         0.5266     0.6122       0.4734
READING THE LORENTZIAN (beta=0)
B_h from formula                        37.904 microtesla
B_h read at half height                 37.904 microtesla
full width                              75.809 microtesla
g*tau recovered                         150.00 ns
tau recovered with g known              100.00 ns
READING THE DISPERSIVE CURVE (beta=45 deg)
maximum at                              37.90 microtesla
minimum at                              -37.90 microtesla
g*tau recovered                         150.0 ns
ANALYSER AT 30 deg
maximum at                              21.88 microtesla
minimum at                              -65.65 microtesla
g*tau if taken for 45 deg               129.9 ns
B_h from root of -(product)             37.90 microtesla
g*tau from that B_h                     150.0 ns
STRONGER WHITE LIGHT
pump rate times tau                     0.20
half width                              39.754 microtesla
width relative to weak light            1.0488
apparent g*tau                          143.0 ns
MONOCHROMATIC LIGHT AT LINE CENTRE
field where polarisation is 1/2         21.884 microtesla
g*tau if misread as white light         259.8 ns
checks complete
```
